\section*{Stoll equations for absolutely localized orbitals and their Mulliken fragment populations, part 2}

Absolutely localized molecular orbitals (ALMOs) are confined to their own fragment but overlap across fragments. Their Mulliken charge transfer between fragments is exactly zero; the question is what this means.

We use atomic units, real functions and a closed shell. The atomic orbitals $\chi_\mu$, with overlap matrix $S$, are split into fragments $x$. Fragment $x$ has $o_x$ doubly occupied orbitals $\phi_{xi}=\sum_{\mu\in x}\chi_\mu T_{\mu,xi}$. The matrix $T$ is block diagonal with blocks $T_x$; $T_{\cdot x}$ denotes the full columns of $x$. With $\sigma=T^TST$, the dual orbitals are the columns of $\tilde T=T\sigma^{-1}$, with $\tilde T^TST=1$, and $P=\tilde TT^T$, $D=2P$. For energy $E[D]$ and $F=\partial E/\partial D$,
\begin{equation}
\delta E=4\,\mathrm{tr}\,[\delta T^TG],\qquad G=(1-SP)F\tilde T .
\label{grad}
\end{equation}
The ALMO energy is stationary if and only if every $G_{xx}=0$. Define $s_x=\tilde T_{\cdot x}T_{\cdot x}^TS$, $W_x=1-PS+s_x$, $F^x=[W_x^TFW_x]_{xx}$ and $\varepsilon_x=\tilde T_{\cdot x}^TF\tilde T_{\cdot x}$. For any block-diagonal $T$,
\begin{equation}
F^xT_x=G_{xx}\sigma_{xx}+S_{xx}T_x\,\varepsilon_x\sigma_{xx}.
\label{key}
\end{equation}
Stationary orbitals can be chosen to obey the Stoll equations,
\begin{equation}
F^xT_x=S_{xx}T_x\varepsilon_x,\qquad T_x^TS_{xx}T_x=1,\qquad \varepsilon_x\ \text{diagonal}.
\label{stoll}
\end{equation}
Occupying the lowest $o_x$ eigenvectors is an added rule, not proven to give a minimum.

The Gianinetti equations, $(\Omega^TF\Omega)_{xx}T_x=(\Omega^TS\Omega)_{xx}T_x\,\varepsilon_xM^{-1}$, have the same occupied space. Here $M=\tilde T_{\cdot x}^TS\tilde T_{\cdot x}$ and $\Omega=1-P'S$, with $P'$ built as $P$ is but from the other fragments' orbitals. Their occupied eigenvalues $e_i$ solve $\varepsilon_xc=eMc$. For two fragments with $\sigma_{AA}=\sigma_{BB}=1$, all $\varepsilon_{xi}<0$, and $s$ the largest singular value of $\sigma_{AB}$,
\begin{equation}
0\le e_i-\varepsilon_{xi}\le s^2|\varepsilon_{xi}| .
\label{bound}
\end{equation}
To leading order, for a nondegenerate level, $e_i\approx\varepsilon_{xi}/M_{ii}$ with $M_{ii}-1\approx\sum_j(\sigma_{AB})_{ij}^2$.

The Mulliken population is $N_x=2\,\mathrm{tr}[\Pi_xPS]$. The diagonal matrices $\Pi_x$ and $\pi_x$ select the basis functions and the occupied orbitals of $x$. Block diagonality means $\Pi_xT=T\pi_x$, so
\begin{align}
N_x&=2\,\mathrm{tr}[\Pi_xT\sigma^{-1}T^TS]=2\,\mathrm{tr}[T\pi_x\sigma^{-1}T^TS]\nonumber\\
&=2\,\mathrm{tr}[\pi_x\sigma^{-1}T^TST]=2\,\mathrm{tr}[\pi_x\sigma^{-1}\sigma]=2o_x ,
\label{mull}
\end{align}
whether or not $T$ is stationary. The block $(PS)_{xx}$ is idempotent.

Q: Then is it a fact about electrons in space, or about bookkeeping?

A: About the Mulliken bookkeeping in the labelled basis. The Mulliken rule gives $x$ the density $2\sum_{\mu\in x}\sum_\nu P_{\mu\nu}\chi_\mu\chi_\nu$. Inserting $P=T\tilde T^T$ turns it into $2\sum_{i}\phi_{xi}(\mathbf r)\tilde\phi_{xi}(\mathbf r)$, with $\tilde\phi_{xi}$ the dual orbital. It integrates to $2o_x$ by biorthogonality, but it extends wherever the functions of $x$ reach, including the region of the neighbour, and being a product of two different functions it need not be positive. Other partitions escape the proof. The L\"owdin population $2\,\mathrm{tr}[\Pi_xS^{1/2}PS^{1/2}]$ has $S^{1/2}$ between $\Pi_x$ and $T$, and $S^{1/2}T$ is in general not block diagonal. A stockholder population $\int w_x\rho\,d^3r$, with $w_x=\rho_x^0/\sum_y\rho_y^0$ from the isolated fragment densities $\rho_y^0$, does not refer to basis labels at all.

The limiting case is decisive. Give each of two fragments its own copy of the whole basis. The total overlap matrix is then singular, but the gradient, the Stoll equations and Eq.~(\ref{mull}) never used $S^{-1}$; only $S_{xx}$ and $\sigma$ had to be invertible. (The Gianinetti metric $(\Omega^TS\Omega)_{xx}$ does become singular, since $\Omega$ annihilates the copies in $x$ of the other fragment's orbitals, and $F^x$ acquires as many zero eigenvalues as the other fragment has orbitals.) Every determinant in the basis is now allowed, so the constrained minimum equals the full self-consistent-field energy. Take the converged occupied orbitals, mix them nonsingularly, and hand any number to each fragment: the energy is unchanged and Eq.~(\ref{mull}) returns twice the number handed out. The constraint has physical content only so far as the fragment bases span different spaces, and any energy assigned to charge transfer by it depends on the basis.

\section*{The HCl dimer}

Q: Give me a case where I can see all of this in numbers.

A: Take an L-shaped HCl dimer at the restricted Hartree--Fock (RHF) level in the cc-pVDZ basis, with round, unoptimized distances: H--Cl $1.28$~\AA{} and Cl--Cl $3.80$~\AA. The hydrogen of A lies on the Cl--Cl line, and the bond of B is perpendicular to it. This level omits correlation (dispersion included), relativity, basis completeness and geometry relaxation. There are 46 functions, 23 per fragment, and $o_A=o_B=9$. The ALMO problem has $2\times9\times14=252$ independent parameters against $18\times28=504$ for full RHF, and the cubic count for diagonalization is $2\times23^3/46^3=1/4$. All cc-pVDZ values are in the numerical output below or follow from it by simple arithmetic; values in larger bases (density-fitted) or on a finer grid are quoted only to show how far the numbers are from convergence.

The algebra was tested first away from any solution. For random nonorthogonal orbitals on three fragments (Cl of A with 8 orbitals, H of A with 1, all of B with 9), the slope along a random allowed direction, taken from $G_{xx}$ as extracted from $F^xT_x$ by Eq.~(\ref{key}), is $-525.387543$~eV per unit step, and a finite difference of the energy gives the same digits. The Mulliken populations there are 16, 2 and 18 to ten decimals, and $F^x$ is unchanged under random mixing within fragments. With the PBE functional at the monomer orbitals, Eq.~(\ref{grad}) and the finite difference both give $-0.422897$~eV.

Starting from the monomer orbitals, the Stoll iteration with DIIS converged in 9 steps, with a largest final element of $G_{xx}$ of $1.4\times10^{-7}$~eV. The lowest nine eigenvectors of each $F^x$ reproduce the converged $P$. A quasi-Newton minimization of the energy over block-diagonal $T$, which never solves the Stoll equations, reaches the same energy within about $10^{-11}$~eV and the same $P$ within $10^{-7}$ per element, so here the lowest-eigenvalue rule lands on the minimum found by descent from the monomers. Finite differences along three random allowed directions give vanishing slope and positive curvature. Along the normalized off-block part of $G$ the slope is $2.6549$~eV per unit step, by formula and by finite difference: the ALMO state is not stationary in the full space.

Q: And the energies?

A: The monomer orbitals are one block-diagonal $T$, and block-diagonal $T$ are a subset of all $T$, so the global minima obey $E_{\rm frozen}\ge E_{\rm ALMO}\ge E_{\rm RHF}$. The computed values follow this order: $-25039.3140$, $-25039.3236$ and $-25039.3712$~eV, against $E_A+E_B=-25039.3432$~eV. The differences are
\begin{align}
E_{\rm frozen}-E_A-E_B&=+29.25\ \text{meV},\nonumber\\
E_{\rm ALMO}-E_{\rm frozen}&=-9.64\ \text{meV (polarization)},\nonumber\\
E_{\rm RHF}-E_{\rm ALMO}&=-47.65\ \text{meV (charge transfer, raw)}.\nonumber
\end{align}
Each monomer alone gains energy from the functions of its partner, $15.51$~meV for the two together, which is the counterpoise term. Only the last step opens the partner's functions to an orbital, so by convention the term is charged to it: $-47.65+15.51\approx-32.1$~meV, or $-1.18$~millihartree. The corrected interaction energy is $29.25-9.64-47.65+15.51\approx-12.5$~meV. The ALMO state lies $29.25-9.64=19.6$~meV above the separated monomers, so at this level and geometry the binding appears only when the constraint is lifted, and about a third of the raw term, $15.51/47.65$, is removed by the counterpoise correction. These sizes are not converged in the basis. In aug-cc-pVTZ the frozen, polarization, raw charge-transfer and counterpoise terms are $+48.6$, $-22.6$, $-35.4$ and $2.3$~meV, the corrected interaction energy is $-7.2$~meV, and the counterpoise share drops to $0.07$. Over cc-pVDZ, aug-cc-pVDZ, cc-pVTZ and aug-cc-pVTZ the corrected charge-transfer term stays between $-27$ and $-35$~meV, and the ALMO state stays 20 to 28~meV above the monomers.

Q: Do the eigenvalues respect your bound?

A: With $s=0.0731$, $s^2=0.00534$. The isolated molecule has a degenerate pair at $-12.826$~eV, the $\pi$ lone pairs, and a nondegenerate $\sigma$ level at $-16.861$~eV. For the corresponding $\sigma$ level of A, Stoll gives $-16.702$~eV and Gianinetti $-16.625$~eV, a difference of $0.077$~eV under the bound $16.70\times0.00534=0.089$~eV. In B the pair splits into $-13.541$ and $-13.373$~eV; the Gianinetti values lie higher by $0.063$~eV (bound $0.072$~eV) and by $0.0003$~eV. By the leading-order formula $M_{ii}-1\approx0.077/16.7=0.0046$ for the $\sigma$ level of A and $0.063/13.5=0.0047$ for the lower lone pair of B, most of the allowed $0.0053$, while the upper lone pair barely overlaps the occupied orbitals of A. It was tested that the Gianinetti occupied space equals the Stoll one and that its eigenvalues solve $\varepsilon_xc=eMc$. Relative to the monomer, the highest Stoll level of A rises by $12.826-12.648=0.18$~eV and that of B falls by $13.373-12.826=0.55$~eV, far more than the two conventions differ for these levels. That the fall in B comes from the positive hydrogen of A facing its chlorine is a conjecture. The levels themselves are not converged in the basis: the occupied Stoll values quoted here fall by $0.11$ to $0.13$~eV in aug-cc-pVTZ.

For the lowest virtual level of A the two conventions differ more, $4.61$ against $5.20$~eV. For a vector $v$ of fragment $x$ that is $S$-orthogonal to $T_x$, $s_xv=0$ and $W_xv=(1-PS)v\equiv w$. The Stoll quotient is $w^TFw/v^TSv$. A Gianinetti virtual vector $\Omega c$ is orthogonal to the whole occupied space, hence equals $(1-PS)c$, and its quotient is $w^TFw/w^TSw$ over the same $w$. Projection shortens a vector, $w^TSw\le v^TSv$, so for positive numerators the Stoll value is the lower one, as found in A and in B ($3.610$ against $3.615$~eV).

Q: Finally the charges. How many electrons does A gain?

A: The values of $N_A-18$, in electrons, are
\begin{center}
\begin{tabular}{lccc}
 & Mulliken & L\"owdin & stockholder\\
frozen & $4\times10^{-15}$ & 0.0227 & 0.0003\\
ALMO & $4\times10^{-15}$ & 0.0239 & 0.0027\\
RHF & 0.0220 & 0.0372 & 0.0126
\end{tabular}
\end{center}
The Mulliken entries for the two block-diagonal states are zero to rounding error, and $(PS)_{xx}$ at the solution was tested to be idempotent. Inside A the Mulliken population of hydrogen drops from $0.8265$ to $0.8010$, so $0.0255$ electrons pass to the chlorine of the same molecule while the fragment total stays at 18. The stockholder shift of the ALMO density, $0.0027$, is far above the grid error (the integrated density change is $3\times10^{-9}$, and the shift itself moves by about $2\times10^{-7}$ on a finer grid), so by this real-space measure the ALMO density does move toward A, by $0.0027/0.0126\approx0.2$ of the full RHF shift. The L\"owdin column shows $0.0227$ electrons already for the unrelaxed monomer orbitals, as much as the whole Mulliken shift of the RHF state; most of the L\"owdin value at the ALMO solution is thus present before any orbital has relaxed. In this basis, lifting the constraint adds electrons to A in all three partitions, but in amounts of $0.0220$, $0.0372-0.0239=0.0133$ and $0.0126-0.0027=0.0099$, a spread of more than a factor of two. The table depends strongly on the basis. In aug-cc-pVTZ the RHF Mulliken shift changes sign to $-0.019$, the frozen L\"owdin value rises to $0.115$, and the stockholder values are $0.0048$ (ALMO) and $0.0096$ (RHF), a ratio of about $0.5$; the zero Mulliken entries of the block-diagonal states are unchanged.

In the doubled basis, the RHF orbitals were mixed at random and split 5 to A and 13 to B. The energy equals $E_{\rm RHF}$ within $2\times10^{-11}$~eV, every element of $G$ is below $10^{-7}$~eV, and the labelled Mulliken populations are 10 and 26 for the same density that gives A $18.022$ electrons in the ordinary basis.

\section*{Computed values}
\begin{verbatim}
r(H-Cl) = 1.28 A, r(Cl-Cl) = 3.80 A, RHF/cc-pVDZ
random T: dE/dt Stoll residual = -525.387543 eV, finite diff = -525.387543 eV
random T: Mulliken Cl_A, H_A, HCl_B = 16.0000000000 2.0000000000 18.0000000000 e
AOs total = 46, per fragment = 23, occupied per fragment = 9
PBE, monomer T: dE/dt formula = -0.422897 eV, finite diff = -0.422897 eV
Stoll iterations = 9, max |G_xx| = 1.4e-07 eV
direct minimum - Stoll: dE = -9.3e-12 eV, max dP = 9.3e-08
off-block slope 4|G_yx| = 2.6549 eV, finite diff = 2.6549 eV
largest singular value of sigma_AB = 0.0731
A monomer: top 4 occ -30.2757 -16.8605 -12.8257 -12.8257, lowest virt 4.0181 eV
A Stoll: top 4 occ -30.1025 -16.7022 -12.6551 -12.6479, lowest virt 4.6105 eV
A Gianinetti: top 4 occ -30.0799 -16.6252 -12.6549 -12.6476, lowest virt 5.2010 eV
B monomer: top 4 occ -30.2757 -16.8605 -12.8257 -12.8257, lowest virt 4.0181 eV
B Stoll: top 4 occ -30.8706 -17.4020 -13.5411 -13.3733, lowest virt 3.6101 eV
B Gianinetti: top 4 occ -30.8498 -17.4010 -13.4783 -13.3730, lowest virt 3.6145 eV
E_A + E_B = -25039.3432 eV
E frozen = -25039.3140 eV
E ALMO = -25039.3236 eV
E RHF = -25039.3712 eV
dE frozen = 29.25 meV
dE polarization = -9.64 meV
dE charge transfer, raw = -47.65 meV
dE counterpoise term = 15.51 meV
dE interaction, counterpoise = -12.52 meV
dE charge transfer, counterpoise = -32.13 meV = -1.1809 millihartree
N_A - 18, frozen: Mulliken 3.55e-15, Loewdin 2.27e-02, stockholder 2.53e-04 e
N_A - 18, ALMO: Mulliken 3.55e-15, Loewdin 2.39e-02, stockholder 2.69e-03 e
N_A - 18, RHF: Mulliken 2.20e-02, Loewdin 3.72e-02, stockholder 1.26e-02 e
grid check, integral of ALMO density change = 3.2e-09 e
Mulliken population of H_A: monomer 0.8265 e, ALMO 0.8010 e
doubled basis: E - E RHF = -1.9e-11 eV, max |G| = 8.7e-08 eV
doubled basis: labelled Mulliken = 10.00000000, 26.00000000 e
\end{verbatim}
